\section*{Avoided crossing and adiabatic transfer between a donor and an interface orbital}

\section{Result and conventions}

An electron is bound to a donor in silicon at depth $d$ below an oxide interface. A perpendicular field can pull it to the interface. Near the crossing field $F_c$ the two lowest levels are separated by
\begin{equation}
G(F)=\sqrt{(2t)^2+(e\Delta z)^2(F-F_c)^2},
\label{gap}
\end{equation}
where $t$ is the tunnel coupling and $\Delta z$ the difference between the mean depths of the two orbitals. If a linear ramp passes through the whole crossing, the electron leaves the lower level with probability at most $\eta$ when
\begin{equation}
|\dot F|\le \frac{2\pi t^2}{\hbar e\Delta z\,\ln(1/\eta)} .
\label{condition}
\end{equation}
This is the adiabatic transfer condition. It assumes coherent motion, remote other levels, and $t$ and $\Delta z$ that hardly vary across the crossing.

I use Gaussian units and $e>0$. The silicon fills $z>0$, the oxide is a hard wall at $z=0$, and one conduction valley is kept, with mass $m_z$ along $z$ and $m_t$ across it:
\begin{equation}
H(F)=-\frac{\hbar^2}{2m_t}\nabla_\perp^2-\frac{\hbar^2}{2m_z}\partial_z^2
-\frac{e^2}{\varepsilon|\mathbf r-d\hat{\mathbf z}|}+eFz .
\label{H}
\end{equation}
For $F>0$ the last term pushes the electron towards the wall. In numbers $F$ is given in mV/nm, so that $eF$ has the same value in meV/nm.

The example has $d=20$ nm, $m_z=0.92$ and $m_t=0.19$ electron masses, and $\varepsilon=11.7$, which are rough typical silicon values. Its levels come from diagonalizing (\ref{H}) on a cylindrical mesh, for states symmetric about the donor axis.

\section{Simplest case: two orthogonal orbitals}

Let $D$ and $I$ be real, orthonormal donor and interface orbitals with mean depths $z_D>z_I$. Suppose first that $\langle D|z|I\rangle=0$. The field then changes only the diagonal energies, at the rates $ez_D$ and $ez_I$. Their difference is
\begin{equation}
\delta=H_{DD}-H_{II}=e\Delta z\,(F-F_c),\qquad \Delta z=z_D-z_I,
\end{equation}
which defines $F_c$ as the field where the two are equal. With $\bar E=(H_{DD}+H_{II})/2$ and $t=H_{DI}$, the eigenvalue condition is
\begin{equation}
\left(\bar E+\tfrac{\delta}{2}-E\right)\left(\bar E-\tfrac{\delta}{2}-E\right)-t^2=0 .
\end{equation}
The product equals $(\bar E-E)^2-\delta^2/4$, so
\begin{equation}
E_\pm=\bar E\pm\tfrac12\sqrt{\delta^2+4t^2},
\end{equation}
and $E_+-E_-$ is (\ref{gap}).

Two limits check this. For $t=0$ the levels are straight lines that cross at $F_c$. For $|\delta|\gg|t|$ the lower level is nearly $D$ when $\delta<0$ and nearly $I$ when $\delta>0$. Following the lower level through increasing $F$ therefore carries the electron from the donor to the interface.

\section{Generalization: overlapping orbitals}

Physical trial orbitals $\chi_1,\chi_2$ overlap, and $z$ has a matrix element between them. Let $S=\langle\chi_1|\chi_2\rangle$ with $|S|<1$. The functions
\begin{equation}
u_1=\chi_1,\qquad u_2=\frac{\chi_2-S\chi_1}{\sqrt{1-S^2}}
\end{equation}
span the same space and are orthonormal. The matrix $\langle u_i|z|u_j\rangle$ is real and symmetric, so it has orthogonal eigenvectors. I name them $I$ and $D$, in order of increasing eigenvalue. Then $\langle D|z|I\rangle=0$ by construction. Since $H(F)=H(F_c)+e(F-F_c)z$, the coupling $t$ does not depend on $F$ in this fixed space, and the simple case applies unchanged.

The best fixed space near the crossing is spanned by the two lowest eigenstates $\psi_1,\psi_2$ of the full Hamiltonian at the minimum gap. The Hellmann--Feynman relation $dE_n/dF=e\langle\psi_n|z|\psi_n\rangle$ gives
\begin{equation}
\frac{dG}{dF}=e\left(\langle z\rangle_2-\langle z\rangle_1\right).
\end{equation}
At the minimum the two mean depths are thus equal, and the projected position matrix has equal diagonal elements. Its eigenvectors are the even mixtures
\begin{equation}
I=\frac{\psi_1+\psi_2}{\sqrt2},\qquad D=\frac{\psi_1-\psi_2}{\sqrt2},
\label{mix}
\end{equation}
with the sign of $\psi_2$ chosen so that $I$ lies nearer the wall. Hence $t=\langle D|H|I\rangle=(E_1-E_2)/2$, and the minimum gap is $2|t|$.

In the example the minimum lies at $F_c=1.840$ mV/nm, or $0.0184$ MV/cm. There $2|t|=0.0685$ meV, $z_I=4.69$ nm and $z_D=19.63$ nm, so $\Delta z=14.94$ nm. A coarser mesh gives the same gap to within $0.1\%$. The last digit of $F_c$ is not converged: a finer discretization raises it by nearly $0.001$ mV/nm, and raises the binding energy $E_B$ quoted below by $0.01$ meV.

The hyperbola can fail if the orbitals deform with field. At $0.00917$ mV/nm from $F_c$ the detuning is $14.94\times0.00917=0.137$ meV, and (\ref{gap}) predicts
\begin{equation}
\sqrt{0.0685^2+0.137^2}\ \text{meV}=0.153\ \text{meV}.
\end{equation}
Diagonalizing the full Hamiltonian gives $0.153$ meV on both sides. Deformation is negligible over this range.

\section{Where the crossing occurs}

An estimate of $F_c$ needs the two orbital energies. For the donor I take $-E_B+eFd$, where $E_B$ is its zero-field binding energy. This neglects its polarization by the field.

At the interface, first ignore the donor. The vertical motion obeys
\begin{equation}
-\frac{\hbar^2}{2m_z}f''+eFzf=E_zf,\qquad f(0)=0 .
\end{equation}
With $\ell=(\hbar^2/2m_zeF)^{1/3}$ the decaying solution is $f=\mathrm{Ai}(z/\ell-E_z/eF\ell)$. The wall requires a zero of the Airy function at $z=0$. Its first zero is at $-2.338$, so
\begin{equation}
E_z=2.338\,eF\ell=2.338\left(\frac{\hbar^2e^2F^2}{2m_z}\right)^{1/3}.
\end{equation}
Because $E_z\propto F^{2/3}$, the Hellmann--Feynman relation gives the mean depth $\langle z\rangle=2E_z/(3eF)$.

Now restore the donor. Seen from the interface electron it lies at the vertical distance $L=d-2E_z/(3eF)$, and it binds the electron laterally. Take the trial function $e^{-\rho^2/2\lambda^2}/(\sqrt\pi\lambda)$. Its squared gradient averages to $\langle\rho^2\rangle/\lambda^4=1/\lambda^2$. With $u^2=L^2+\rho^2$, the mean inverse distance is
\begin{align}
\int_0^\infty\frac{2\rho\,d\rho}{\lambda^2}\frac{e^{-\rho^2/\lambda^2}}{\sqrt{L^2+\rho^2}}
&=\frac{2e^{L^2/\lambda^2}}{\lambda^2}\int_L^\infty e^{-u^2/\lambda^2}du\nonumber\\
&=\frac{\sqrt\pi}{\lambda}e^{L^2/\lambda^2}\operatorname{erfc}\frac L\lambda .
\end{align}
The lateral energy is therefore
\begin{equation}
W(L)=\min_\lambda\left[\frac{\hbar^2}{2m_t\lambda^2}
-\frac{\sqrt\pi e^2}{\varepsilon\lambda}e^{L^2/\lambda^2}\operatorname{erfc}\frac L\lambda\right],
\end{equation}
and the crossing is estimated from
\begin{equation}
-E_B+eF_cd=E_z(F_c)+W(L).
\label{estimate}
\end{equation}

For a distant donor, $\lambda\ll L$, the bracket becomes
\begin{equation}
\frac{\hbar^2}{2m_t\lambda^2}-\frac{e^2}{\varepsilon L}+\frac{e^2\lambda^2}{2\varepsilon L^3}.
\end{equation}
The minimum of $A/\lambda^2+B\lambda^2$ is $2\sqrt{AB}$, so $W\to-e^2/\varepsilon L+\hbar\sqrt{e^2/(\varepsilon m_tL^3)}$. This is the Coulomb energy plus the zero-point energy of a two-dimensional oscillator, as it should be.

The mesh calculation gives $E_B=29.64$ meV, and (\ref{estimate}) then yields $F_c=1.828$ mV/nm. The donor side is $-29.64+1.828\times20=6.9$ meV. On the interface side $E_z=12.1$ meV, so $W=-5.2$ meV. The estimate lies $0.7\%$ below the full result. This is good for the position of the crossing, but it says nothing about the much smaller gap.

\section{The coupling is a tunnelling flux}

To see what sets $t$, place a plane $z=s$ in the barrier between the orbitals. Multiply $H\psi_1=E_1\psi_1$ by $\psi_2$, multiply $H\psi_2=E_2\psi_2$ by $\psi_1$, and subtract. The potential cancels. On integration over $0<z<s$ the lateral derivatives give no boundary term, and both functions vanish at the wall. What remains is
\begin{equation}
(E_2-E_1)\int_{z<s}\psi_1\psi_2\,dV
=\frac{\hbar^2}{2m_z}\int_{z=s}(\psi_2\partial_z\psi_1-\psi_1\partial_z\psi_2)\,dA .
\end{equation}
From (\ref{mix}), $\psi_1=(I+D)/\sqrt2$ and $\psi_2=(I-D)/\sqrt2$. Thus $\psi_1\psi_2=(I^2-D^2)/2$, while the bracket becomes $I\partial_zD-D\partial_zI$. Hence
\begin{equation}
2|t|\,p=\frac{\hbar^2}{m_z}\left|\int_{z=s}(I\partial_zD-D\partial_zI)\,dA\right|,
\quad p=\int_{z<s}(I^2-D^2)\,dV .
\label{flux}
\end{equation}
If $I$ lies almost wholly on the wall side and $D$ beyond the plane, $p\simeq1$. The gap is then fixed by the tails of the orbitals under the barrier.

A natural plane passes through the saddle of the potential. On the axis the slope of $eFz-e^2/[\varepsilon(d-z)]$ vanishes at $d-z=\sqrt{e/(\varepsilon F)}$, which puts the plane at $z=11.8$ nm. The bare potential there is only $6.7$ meV, slightly below the electron's energy of about $6.9$ meV. The barrier arises because the electron must also be confined laterally as it passes the saddle. With the lateral energy $W(d-z)\simeq-8.5$ meV from the previous section, the lowest level at this plane is near $eFz+W=13$ meV, well above the electron's energy. Setting $p=1$ gives $2|t|=0.0682$ meV, $0.4\%$ below the gap from the eigenvalues. Leakage across the plane is that small.

The tails make the gap steep in depth. With each depth taken at its own crossing field, the gap is $0.372$ meV at 16 nm, $0.0685$ meV at 20 nm and $0.0113$ meV at 24 nm. The values at 16 and 24 nm come from the coarser mesh and are good to about $0.5\%$. The two 4-nm steps reduce the gap by factors of about $5.4$ and $6.1$. The decay is close to exponential over this range, but not strictly so, since the two factors differ.

\section{A ramp through the crossing}

Let the field increase linearly and let time $\tau=0$ at $F_c$. Write $\delta=\hbar\alpha\tau$, with $\alpha=e\Delta z\dot F/\hbar$, and put $g=|t|/\hbar$. The sign of one orbital is chosen so that $t>0$. After removal of the common energy, the amplitudes obey
\begin{equation}
i\dot b_D=\tfrac12\alpha\tau b_D+gb_I,\qquad
i\dot b_I=-\tfrac12\alpha\tau b_I+gb_D .
\end{equation}
Set $b_D=a\,e^{-i\alpha\tau^2/4}$ and $b_I=c\,e^{i\alpha\tau^2/4}$. The diagonal terms cancel, leaving
\begin{equation}
\dot a=-igc\,e^{i\alpha\tau^2/2},\qquad \dot c=-iga\,e^{-i\alpha\tau^2/2}.
\label{ac}
\end{equation}
Differentiate the second equation and insert the first:
\begin{equation}
\ddot c+i\alpha\tau\dot c+g^2c=0 .
\label{ode}
\end{equation}

Before solving it, take the fast limit. If $a\simeq1$ throughout, (\ref{ac}) gives $|c(\infty)|=g\,|\int e^{-i\alpha\tau^2/2}d\tau|=g\sqrt{2\pi/\alpha}$. The transfer probability is then $2\pi g^2/\alpha$, a value the general result must reproduce.

For any rate, try $c=\int\omega^{-1}u(\omega)e^{-i\omega\tau}d\omega$. Then $\dot c=-i\int ue^{-i\omega\tau}d\omega$. Integration by parts turns $\tau\dot c$ into $-\int u'e^{-i\omega\tau}d\omega$, so (\ref{ode}) requires
\begin{equation}
-\omega u-i\alpha u'+\frac{g^2}{\omega}u=0,\qquad
u=\omega^{-i\nu}e^{i\omega^2/2\alpha},\quad \nu=\frac{g^2}{\alpha}.
\end{equation}
The contour runs from left to right. Its left end is bent slightly down and its right end slightly up, so that the integrand decays and the boundary terms vanish. I let it pass above the branch point $\omega=0$ and put the cut along the negative imaginary axis.

The exponent is
\begin{equation}
\frac{i\omega^2}{2\alpha}-i\omega\tau=\frac{i(\omega-\alpha\tau)^2}{2\alpha}-\frac{i\alpha\tau^2}{2},
\end{equation}
with a saddle at $\omega=\alpha\tau$. The steepest path crosses it at $45^\circ$, rising to the right, where the integrand is a Gaussian of area $\sqrt{2\pi\alpha}$.

At early times the saddle is on the negative axis and its path passes above the origin, as the contour does. The factor $1/\omega$ makes $c$ vanish as $1/|\tau|$, so this solution starts on the donor. There $\omega=|\omega|e^{i\pi}$ and $|\omega^{-i\nu}|=e^{\pi\nu}$, hence $|\dot c|\to e^{\pi\nu}\sqrt{2\pi\alpha}$.

At late times the saddle is on the positive axis, where $|\omega^{-i\nu}|=1$ and its contribution to $|\dot c|$ is $\sqrt{2\pi\alpha}$. The contour must now also wrap the cut. With $\omega=-iy$, that part of $\dot c$ contains $e^{-y\tau}$ and vanishes as $1/\tau$.

By (\ref{ac}), $|a|=|\dot c|/g$. The donor amplitude therefore shrinks by $e^{-\pi\nu}$. A donor electron at late times is in the upper level, so the probability of leaving the lower level is
\begin{equation}
P=e^{-2\pi\nu}=\exp\left[-\frac{2\pi t^2}{\hbar e\Delta z|\dot F|}\right].
\label{LZ}
\end{equation}
For small $\nu$ the transfer probability $1-P\simeq2\pi g^2/\alpha$ agrees with the fast limit. A downward ramp exchanges the roles of $D$ and $I$ and gives the same $P$.

The full problem has more than two levels. I therefore evolved the electron in the twelve lowest symmetric states, between detunings of about $-20|t|$ and $20|t|$. At rates for which (\ref{LZ}) predicts $P=0.5$, $0.1$ and $0.01$, the excitation out of the lowest state was $0.498$, $0.100$ and $0.01005$. Two levels alone, ramped over the same range, give these numbers to within $10^{-4}$. The small departures from (\ref{LZ}) thus come from the finite range, and the higher levels add almost nothing.

\section{From the law to a finite transfer}

Requiring $P\le\eta$ in (\ref{LZ}) and taking the logarithm gives (\ref{condition}). For $\eta=10^{-4}$, with $\hbar=0.658$ meV ps,
\begin{equation}
\dot F_{\max}=\frac{2\pi(0.03424)^2}{0.658\times14.94\times9.21}\ \frac{\text{mV}}{\text{nm ps}}
=0.081\ \frac{\text{mV}}{\text{nm ns}},
\end{equation}
or $8.1\times10^{-4}$ MV/cm per ns.

Staying in the lower level does not by itself put the electron wholly in $I$. At positive detuning the lower state keeps the donor weight
\begin{equation}
w=\frac12\left(1-\frac{\delta}{\sqrt{\delta^2+4t^2}}\right).
\end{equation}
Thus $\delta^2=(1-2w)^2(\delta^2+4t^2)$. Since $1-(1-2w)^2=4w(1-w)$, the end detuning is
\begin{equation}
\delta_e=|t|\frac{1-2w}{\sqrt{w(1-w)}} .
\end{equation}
A symmetric ramp changes the field by $2\delta_e/(e\Delta z)$. Division by the largest allowed rate gives the shortest linear ramp,
\begin{equation}
T=\frac{\hbar\ln(1/\eta)}{\pi|t|}\,\frac{1-2w}{\sqrt{w(1-w)}} .
\label{time}
\end{equation}
The distance $\Delta z$ cancels: a larger $\Delta z$ demands a slower ramp but a shorter field range. As $w\to0$ the time diverges as $w^{-1/2}$, because complete localization needs an infinite detuning.

For $w=0.01$ the last factor is $9.85$, so $\delta_e=0.337$ meV. The field changes by $2\times0.337/14.94=0.045$ mV/nm, and $T=0.56$ ns. The next symmetric level lies about $2.7$--$2.8$ meV above the pair, well outside this range. That state is wide, and its energy shifts by about $0.1$ meV with the lateral boundary of the calculation.

Equation (\ref{LZ}) was derived for an infinite ramp. A sudden start or stop adds an amplitude of order $\hbar|t|\dot\delta/G_e^3$, where $G_e$ is the gap at the end: the lower state turns at the rate $|t|\dot\delta/G_e^2$, and the phase oscillates at $G_e/\hbar$. Here $\hbar\dot\delta=2\pi t^2/9.21=0.68t^2$ and $G_e=10.05|t|$, so each end contributes about $7\times10^{-4}$. Interference with the crossing amplitude $\sqrt\eta=10^{-2}$ can change the probability by up to about $3\times10^{-5}$. Evolution in twelve states gives an excitation of $8.2\times10^{-5}$, within that margin of $10^{-4}$, and a final weight of $0.991$ in $I$. Equation (\ref{time}) is therefore valid only while the end amplitudes are small beside $\sqrt\eta$. They fall only as $1/\ln(1/\eta)$. With $w=0.01$ and $\eta=10^{-6}$ the excitation near $T$ reaches $3\times10^{-6}$, and with $\eta=10^{-8}$ it is $6\times10^{-7}$ at $T$. Such targets need a smaller $w$ or a smooth start and stop.

The window is narrow compared with the uncertainty of $F_c$. An error of 1 meV in the relative orbital energy moves the crossing by $1/14.94=0.067$ mV/nm, more than the entire ramp. Such a ramp is usable only if the crossing has first been located in the device itself.

\section{How far a real donor moves the numbers}

The crossing field is about $6\%$ of a rough silicon breakdown field of $0.3$ MV/cm, so breakdown is not the limiting matter. The single-valley binding of $29.6$ meV is, however, well below the rough 45 meV of phosphorus in silicon. A short-range attractive well of radius $0.5$ nm, tuned to 45 meV, raises $F_c$ to $2.81$ mV/nm and reduces the gap to $0.0056$ meV, twelve times smaller. The size of this correction depends on a model well.

Silicon also has six valleys. Let the donor state contain them equally, with amplitude $1/\sqrt6$, and let the interface state contain the two $z$ valleys with amplitudes $1/\sqrt2$ and $e^{i\phi}/\sqrt2$. If both $z$ valleys have the same envelope coupling, it is multiplied by
\begin{equation}
\left|\frac{1+e^{i\phi}}{\sqrt{12}}\right|=\frac{|\cos(\phi/2)|}{\sqrt3}\le0.577 .
\end{equation}
At the most favourable phase, and with the central-cell well, the gap is $0.0032$ meV. The allowed rate falls to $1.7\times10^{-4}$ mV/nm per ns, and (\ref{time}) gives 12 ns instead of $0.56$ ns. An unfavourable phase lengthens this further. At $\phi=\pi$ the coupling to this interface state vanishes, and the two-level condition no longer describes a useful transfer. The two $z$ valleys also form a second interface state, with amplitudes $1/\sqrt2$ and $-e^{i\phi}/\sqrt2$. Its coupling carries the factor $|\sin(\phi/2)|/\sqrt3$, so it drops out at the most favourable phase. At other phases the two-level formulas can be used if the valley splitting keeps that state well outside the energy range of the ramp.

Two other corrections were sized separately, without the central-cell well. The oxide, with permittivity $3.9$, produces image charges that raise $F_c$ to $2.01$ mV/nm and the gap to $0.109$ meV. Penetration into a rough $3.1$ eV oxide barrier, with an oxide mass of $0.5$ electron masses, would lower the interface level by about $0.16$ meV if only the applied field pressed the electron against the wall. The donor's pull away from the wall makes the lowering smaller. The shift of $F_c$ is therefore at most about $0.16/14.94\simeq0.01$ mV/nm, or half the half-width of the $0.56$ ns ramp. A shift of this size is roughly ten times the half-width of the 12 ns ramp, about $0.001$ mV/nm. Penetration also lowers the gap by about $4\%$.

Temperature enters through relaxation, which (\ref{H}) omits. At $0.1$ K the thermal energy is $0.0086$ meV, one eighth of the original gap but more than twice the corrected one. In the second case thermal exchange can populate both levels near the crossing, so the 12 ns ramp must be far shorter than the relaxation and dephasing times if the error is to stay near $\eta=10^{-4}$. Condition (\ref{condition}) sets the fastest coherent ramp, while those times set the slowest. A window for coherent transfer exists only if the first limit lies above the second. A slower ramp can still move the electron by relaxation, provided the final gap is well above the thermal energy. The field range of the 12 ns ramp does not meet this at $0.1$ K: its final gap is $10.05|t|=0.016$ meV, less than twice the thermal energy, and equilibrium leaves about $13\%$ in the upper level.

\section*{Computed values}
\begin{verbatim}
Input masses m_z, m_t: 0.92, 0.19 electron masses
Input permittivities Si, oxide: 11.7, 3.9
Donor depth: 20.0 nm
Hydrogen test, mesh / formula: -29.813 / -29.817 meV
Donor binding, single valley: 29.64 meV
First Airy zero, magnitude: 2.3381
Estimated crossing field: 1.8276 mV/nm
Computed crossing field: 1.8402 mV/nm = 0.01840 MV/cm
Interface vertical energy E_z at Fc: 12.15 meV
Mean depths of I, D: 4.69, 19.63 nm
Arm: 14.94 nm
Minimum gap 2t: 0.06847 meV; coupling t: 0.03424 meV
Coarser mesh: Fc 1.8396 mV/nm, gap 0.06845 meV
Field offset for hyperbola test: 0.00917 mV/nm
Full gaps below, above: 0.15308, 0.15314 meV
Hyperbola gap there: 0.15311 meV
Saddle plane depth: 11.82 nm
Gap from tunnelling flux: 0.06820 meV
Next axisymmetric level above pair: 2.671 meV
Excitation, law / 12 states: 0.5000 / 0.49785
Excitation, law / 12 states: 0.1000 / 0.10024
Excitation, law / 12 states: 0.0100 / 0.01005
Allowed excitation eta: 1.0e-04
Allowed minority weight at ends: 0.010
Maximum ramp rate: 0.0813 mV/nm/ns = 0.000813 MV/cm/ns
End detuning: 0.3372 meV
Total field change: 0.04514 mV/nm
Ramp time: 555.13 ps
Finite-ramp excitation, 12 states: 8.189e-05
Final weight in I: 0.99113
Depth 16 nm: Fc 2.3725 mV/nm, gap 0.37214 meV
Depth 24 nm: Fc 1.5001 mV/nm, gap 0.01128 meV
With images: Fc 2.0078 mV/nm, gap 0.10906 meV
Central-cell target binding (rough): 45 meV
Central-cell well radius, depth: 0.5 nm, 527 meV
With central cell: Fc 2.8062 mV/nm, gap 0.00558 meV
Largest valley amplitude factor: 0.5774
Central cell + valley: gap 0.00322 meV
Central cell + valley: maximum rate 0.0001687 mV/nm/ns
Central cell + valley: ramp time 11802.36 ps
Oxide barrier, mass (rough): 3100 meV, 0.5 m_e
Interface level lowering by oxide penetration: 0.157 meV
Gap as temperature: 0.795 K
Thermal energy at 0.1 K: 0.00862 meV
Si breakdown (rough): 0.3 MV/cm
Crossing field / breakdown field: 0.0613
\end{verbatim}
